# Width of the tunnelling current spot under a parabolic tip

## 1. Result

A metal tip with apex radius \(R\) stands a distance \(d\) above a flat metal sample. If each small patch of the gap conducts like a planar junction, the current density is a Gaussian in the lateral distance \(r\), and its full width at half maximum is

\[
w_0=2\sqrt{\frac{R\ln 2}{\kappa}} .
\]

Here \(\kappa\) is the decay constant of the wave amplitude in the gap, so the current decays as \(e^{-2\kappa s}\) with the gap length \(s\). For \(R=1\) nm and \(\kappa=10\) nm\(^{-1}\), \(w_0=0.53\) nm, or 5.3 Å.

This is the leading term for \(1/\kappa\ll d\ll R\). It describes the current sorted by the patch of the tip that it leaves. The spot where the current lands on the sample is wider, because the current also spreads sideways in the gap:

\[
w_{\rm s}=2\sqrt{\frac{(R+d)\ln 2}{\kappa}}
= w_0\left(1+\frac{d}{2R}+\dots\right).
\]

This form keeps only the exponential dependence on path length. If the patches of the tip emit independently, the prefactor adds a relative term \(-1/(4\kappa d)\), which outweighs \(d/2R\) when \(d^2<R/2\kappa\) (Section 4).

On the tip side, if the patches emit independently, the first correction comes from electrons with transverse momentum and has the opposite sign. (For a single coherent wave from the tip this form does not apply, because sideways spreading then widens the tip-side distribution too.) For independent patches,

\[
w_{\rm t}= w_0\left(1-\frac{1}{4\kappa d}+\dots\right).
\]

At \(d=0.5\) nm the full root makes \(w_{\rm s}\) about 22 % larger than \(w_0\), while the formula for \(w_{\rm t}\) gives about 5 % less than \(w_0\). That formula omits terms of relative order \(1/(\kappa R)\), which at \(d/R=0.5\) cancel a good part of this narrowing (Section 6). The figure 0.53 nm is therefore an estimate of the scale. Once spreading is included, the same parameters give a landing spot of about 0.6 to 0.65 nm, depending on how the waves from the tip are summed.

## 2. Decay across a planar gap

The algebra uses atomic units, \(\hbar=m=e=1\) and \(4\pi\varepsilon_0=1\). Let the barrier be flat, with its top a height \(\phi\) above the electron energy. In the gap the Schrödinger equation for motion along \(x\) reads

\[
-\tfrac12\psi''+\phi\,\psi=0
\quad\Rightarrow\quad
\psi''=\kappa^2\psi,\qquad \kappa=\sqrt{2\phi}.
\]

Let \(k\) be the wave number in both metals. The wave is \(e^{ikx}+\rho e^{-ikx}\) on the left, \(Ae^{-\kappa x}+Be^{\kappa x}\) in the gap \(0<x<s\), and \(t\,e^{ik(x-s)}\) on the right. Continuity of the wave and its slope at \(x=s\) gives

\[
Ae^{-\kappa s}+Be^{\kappa s}=t,\qquad
-\kappa Ae^{-\kappa s}+\kappa Be^{\kappa s}=ikt .
\]

Multiply the first equation by \(\kappa\). Subtracting the second, and then adding it, yields

\[
2\kappa Ae^{-\kappa s}=(\kappa-ik)t,\qquad
2\kappa Be^{\kappa s}=(\kappa+ik)t .
\]

The moduli of \(\kappa\pm ik\) are equal, so \(|B/A|=e^{-2\kappa s}\). The growing wave is negligible at the left face when \(\kappa s\gg1\). The conditions there are

\[
1+\rho=A+B,\qquad ik(1-\rho)=-\kappa A+\kappa B .
\]

Multiplying the first by \(ik\) and adding the second removes \(\rho\):

\[
2ik=(ik-\kappa)A+(ik+\kappa)B\simeq(ik-\kappa)A .
\]

With this \(A\), and with \(t=2\kappa Ae^{-\kappa s}/(\kappa-ik)\), the transmission is

\[
T=|t|^2\simeq\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa s}.
\]

The factor 2 in the exponent arises because current is quadratic in the amplitude. The prefactor does not depend on \(s\), so it cancels in a ratio of current densities. The neglected terms are of relative order \(e^{-2\kappa s}\), which is \(4.5\times10^{-5}\) for \(\kappa s=5\).

## 3. The leading width

Near its apex a smooth round tip has the profile

\[
s(r)=d+\frac{r^2}{2R}.
\]

If the surface is nearly parallel to the sample over the spot, meaning \(r/R\ll1\), each ring of the gap can be treated as a planar junction of length \(s(r)\). Inserting the profile into the exponential,

\[
j(r)=j_0\,e^{-2\kappa[s(r)-d]}=j_0\,e^{-\kappa r^2/R}.
\]

The factor 2 from the current cancels the 2 in \(r^2/2R\). The gap \(d\) sets \(j_0\) and drops out of the shape. At half maximum,

\[
e^{-\kappa r_{1/2}^2/R}=\tfrac12
\quad\Rightarrow\quad
r_{1/2}=\sqrt{\frac{R\ln2}{\kappa}},\qquad w_0=2r_{1/2}.
\]

At this radius the gap has grown by \(\delta_0=r_{1/2}^2/2R=\ln2/(2\kappa)\), whatever the value of \(R\). The radius of the tip decides how far sideways one must go to gain that extra length, hence the square root. Quadrupling \(R\) at fixed \(\kappa\) doubles the width.

The total current follows from the substitution \(v=r^2\), \(dv=2r\,dr\):

\[
I=\int_0^\infty j(r)\,2\pi r\,dr
=\pi j_0\int_0^\infty e^{-\kappa v/R}\,dv
=j_0\,\frac{\pi R}{\kappa}.
\]

Stopping the integral at radius \(a\) gives the fraction \(1-e^{-\kappa a^2/R}\). At \(a=r_{1/2}\) this is one half. Within this model, half of the current therefore flows outside the half-maximum circle, so the full width is not the boundary of the current.

The slope of the tip at the half-maximum radius is \(r_{1/2}/R=\sqrt{\ln2/(\kappa R)}\). The description thus needs \(\kappa R\gg1\), besides \(\kappa d\gg1\).

## 4. First correction at the sample: sideways spreading

A wave leaving one patch of the tip does not travel only straight down. Its amplitude falls off mainly as \(e^{-\kappa\ell}\), where \(\ell\) is the distance travelled. Take a tip point at lateral position \(\mathbf u\) and a sample point at \(\mathbf r\). Their distance is

\[
\ell=\sqrt{\left(d+\frac{u^2}{2R}\right)^2+|\mathbf r-\mathbf u|^2}
\simeq d+\frac{u^2}{2R}+\frac{|\mathbf r-\mathbf u|^2}{2d},
\]

to second order in the lateral distances. The derivative with respect to \(\mathbf u\) vanishes when

\[
\frac{\mathbf u}{R}=\frac{\mathbf r-\mathbf u}{d}
\quad\Rightarrow\quad
\mathbf u_0=\frac{R}{R+d}\,\mathbf r,\qquad
\mathbf r-\mathbf u_0=\frac{d}{R+d}\,\mathbf r .
\]

The shortest distance from the sample point to the tip is then

\[
\ell_{\min}=d+\frac{r^2}{2}\,\frac{R+d}{(R+d)^2}
=d+\frac{r^2}{2(R+d)} .
\]

Completing the square shows what the other paths do:

\[
\ell=\ell_{\min}+\frac{R+d}{2Rd}\,|\mathbf u-\mathbf u_0|^2 .
\]

The coefficient of the last term does not contain \(\mathbf r\). Within this second-order form, summing over \(\mathbf u\) therefore multiplies the result by a constant. Beyond it, \(d\) in the coefficient is replaced by \(\ell_{\min}\), so the factor varies slowly with \(r\); this is a prefactor effect, taken up below. This holds whether one adds amplitudes \(e^{-\kappa\ell}\) in phase and squares the sum, or adds intensities \(e^{-2\kappa\ell}\) from independent patches. In both cases the density at the sample is

\[
j_{\rm s}(r)\propto e^{-2\kappa\ell_{\min}}\propto e^{-\kappa r^2/(R+d)},
\]

which is the earlier Gaussian with \(R\) replaced by \(R+d\). This gives \(w_{\rm s}=w_0\sqrt{1+d/R}\), and the expansion of the root gives the correction \(d/2R\). The current entering the sample is here taken as proportional to the density of the arriving wave.

These sums keep only the exponential. The intensity from a small patch also falls roughly as \(1/\ell^2\). For independent patches, the sum over \(\mathbf u\) then carries an extra factor of about \(1/[\ell_{\min}(R+\ell_{\min})]\), which adds \(1/d+1/(R+d)\) to the decay rate \(2\kappa\). For \(d\ll R\) this is the relative change \(-1/(4\kappa d)\) quoted in Section 1. With the values of Section 7 it lowers the landing width from 0.645 nm to about 0.61 nm. Independent patches are an idealization here: for a band depth of 5 eV the Fermi wavelength is 0.55 nm, as large as the spot, so neither the in-phase sum nor the independent sum describes a metal tip exactly.

The independent patches also show what \(w_0\) measures. Fix \(\mathbf u\) and sum the intensity over all landing points:

\[
\int e^{-2\kappa\ell}\,d^2r
\simeq e^{-2\kappa d-\kappa u^2/R}\int e^{-\kappa|\mathbf r-\mathbf u|^2/d}\,d^2r
=\frac{\pi d}{\kappa}\,e^{-2\kappa d-\kappa u^2/R}.
\]

To leading order, the current from independent patches therefore keeps the width \(w_0\) when sorted by starting patch, and has the width \(w_{\rm s}\) when sorted by landing point.

In the opposite limit, \(d\gg R\) with \(\kappa R\gg1\) still valid, the landing width becomes \(2\sqrt{d\ln2/\kappa}\). It no longer depends on the tip radius, and sharpening the tip at fixed gap then brings little.

## 5. The spherical wave and its next term

A second route to \(w_{\rm s}\) starts from a wave that is constant on a sphere of radius \(R\) osculating the apex. With \(\rho\) now the distance from the centre of that sphere, the wave is \(\psi=e^{-\kappa\rho}/\rho\). It solves \(\nabla^2\psi=\kappa^2\psi\), because for a spherical wave \(\nabla^2\psi=(\rho\psi)''/\rho\). The sample plane lies at the distance \(L=R+d\) from the centre. Half maximum of \(|\psi|^2\) requires

\[
2\kappa(\rho-L)+2\ln\frac{\rho}{L}=\ln2 .
\]

Put \(\rho=L+\delta\) with \(\delta\ll L\), so that \(\ln(\rho/L)\simeq\delta/L\). Then

\[
\delta\simeq\frac{\ln2}{2\kappa}\left(1-\frac1{\kappa L}\right).
\]

The lateral radius obeys \(r^2=\rho^2-L^2=2L\delta(1+\delta/2L)\). Taking the root, and using \(\delta\simeq\ln2/2\kappa\) in the small bracket,

\[
r\simeq\sqrt{\frac{L\ln2}{\kappa}}
\left[1-\frac{1}{2\kappa L}+\frac{\ln2}{8\kappa L}\right].
\]

The leading term is \(w_{\rm s}/2\) again. The correction is \(-0.41/(\kappa L)\), which is \(-2.8\,\%\) for \(\kappa L=15\). Solving the half-maximum condition numerically gives a width of 0.628 nm, against 0.645 nm from the leading formula. Minimizing the distance to the paraboloid numerically, without the second-order expansion, gives 0.651 nm. These descriptions agree to a few per cent, but neither includes the prefactor for independent patches, which brings the width down to about 0.6 nm.

## 6. First correction at the tip: transverse momentum

Section 2 treated electrons moving straight across the gap. At the Fermi level there are also states with transverse wave number \(k_\parallel\). The transverse motion takes up energy \(k_\parallel^2/2\), so the decay constant rises to \(q=\sqrt{\kappa^2+k_\parallel^2}\). Give each state equal weight apart from this decay, and add the currents of the states, not their amplitudes. From \(q^2=\kappa^2+k_\parallel^2\) one has \(k_\parallel dk_\parallel=q\,dq\), and the planar current density obeys

\[
J(s)\propto\int_\kappa^\infty q\,e^{-2qs}\,dq
=e^{-2\kappa s}\left(\frac{\kappa}{2s}+\frac1{4s^2}\right).
\]

The upper limit should be set by the Fermi wave number. For a band depth of 5 eV and \(s=0.5\) nm, the part wrongly included is below one per cent. For \(\kappa s\gg1\) the first term dominates, so

\[
-\frac{d\ln J}{ds}\simeq2\kappa+\frac1s .
\]

The current now falls to half after an extra gap \(\ln2/(2\kappa+1/d)\), if \(1/s\) is replaced by its value at the apex. Since \(r^2=2R\) times the extra gap,

\[
w_{\rm t}\simeq2\sqrt{\frac{2R\ln2}{2\kappa+1/d}}
=\frac{w_0}{\sqrt{1+1/(2\kappa d)}}
\simeq w_0\left(1-\frac1{4\kappa d}\right).
\]

Oblique electrons are filtered out more strongly in a longer gap, so the outer rings lose more current than the straight-across model predicts. With \(\kappa d=5\) the linear term is \(-5\,\%\). Numerical integration over the transverse states up to the Fermi wave number gives 0.502 nm, a shift of \(-4.7\,\%\) from \(w_0\). This treats every ring as an untilted planar junction. If the patches are counted by their true area, the factor \(\sqrt{1+r^2/R^2}\simeq e^{r^2/2R^2}\) adds a relative term \(+1/(4\kappa R)\), which is \(+2.5\,\%\) here. It is smaller than \(1/(4\kappa d)\) by the factor \(d/R\), so the value \(-5\,\%\) is the net shift only for \(d\ll R\), not for \(d/R=0.5\).

The two first corrections depend on the gap in opposite ways. A smaller \(d\) reduces the spreading \(d/2R\) but enlarges \(1/(4\kappa d)\). The leading formula needs a gap between the two lengths \(1/\kappa\) and \(R\), and for a tip of 1 nm radius that interval is narrow.

## 7. Worked example

Take \(R=1\) nm, \(\kappa=10\) nm\(^{-1}\), \(d=0.5\) nm, a bias of 0.1 V, a temperature of 300 K and a set current of 1 nA. The barrier height is \(\phi=\hbar^2\kappa^2/2m=3.81\) eV in ordinary units.

The half-maximum radius and the width are

\[
r_{1/2}=\sqrt{\frac{1\times0.693}{10}}\ \text{nm}=0.263\ \text{nm},\qquad
w_0=0.527\ \text{nm}.
\]

The gap there is longer by \(0.693/20=0.035\) nm. At \(r=0.5\) nm the gap is 0.625 nm and the current density has dropped to 8 % of its peak. A numerical solution of the full matching equations of Section 2, with the band depth of 5 eV, also gives 0.527 nm. As a test of the scaling, the same equations were solved for \(R=0.5,1,2,4\) nm and \(\kappa=10,20\) nm\(^{-1}\) at \(d=0.5\) nm. All eight widths agree with the formula to within 0.05 %.

The effective area is \(\pi R/\kappa=0.314\) nm\(^2=3.14\times10^{-15}\) cm\(^2\), so the peak current density is

\[
j_0=\frac{10^{-9}\ \text{A}}{3.14\times10^{-15}\ \text{cm}^2}
=3.2\times10^5\ \text{A/cm}^2 .
\]

The leading formula for the landing width gives \(0.527\sqrt{1.5}=0.645\) nm. The linear term alone would give \(+25\,\%\) instead of \(+22\,\%\), since \(d/R=0.5\) is not very small.

The meaning of the decay constant must be settled before a number is inserted. If 10 nm\(^{-1}\) were the decay constant of the current, \(\kappa\) would be 5 nm\(^{-1}\) and the leading width 0.745 nm. The barrier would then be only 0.95 eV high, far below the work function of common tip metals.

## 8. Other neglected effects

**Image forces.** An electron in the gap attracts its image charges in both metals. At mid-gap the images lie at distances \(ns\) on either side, with signs \((-1)^n\). The interaction energy with induced charge carries a factor \(\tfrac12\), so

\[
V_{\rm mid}=\frac12\cdot2\sum_{n=1}^\infty\frac{(-1)^n}{ns}=-\frac{\ln2}{s}.
\]

For \(s=0.5\) nm this is \(-2.0\) eV, which leaves a barrier of 1.8 eV. Using that barrier as a fixed height would predict a width of 0.634 nm. This overstates the effect, because the lowering weakens as the gap grows.

To see this, write \(x=as\). All image distances scale with \(s\), so \(V=-g(a)/s\), and the local barrier is \(b=\phi-g/s\). In the semiclassical (WKB) approximation the amplitude decays as \(e^{-S}\) with \(S=s\int\sqrt{2b}\,da\), taken over the region where \(b>0\). The end points contribute nothing to the derivative, because \(b=0\) there. Using \(db/ds=g/s^2=(\phi-b)/s\),

\[
\frac{dS}{ds}=\int\left(\sqrt{2b}+\frac{\phi-b}{\sqrt{2b}}\right)da
=\int\frac{\phi+b}{\sqrt{2b}}\,da .
\]

Since \(\phi+b\ge2\sqrt{\phi b}\), the integrand is never below \(\sqrt{2\phi}=\kappa\). The decay per unit gap can fall below \(\kappa\) only because the strips near the metal faces, where \(b<0\), are missing from the integral. Evaluating \(S\) numerically gives a width of 0.584 nm, or \(+11\,\%\). The semiclassical form is itself rough for so thin a barrier.

**Bias and temperature.** Let the bias lower the sample's Fermi level by \(U\) relative to the tip's, and measure the electron energy \(E\) from the tip's. The mean barrier is \(\phi-E-U/2\). The energies that carry net current are distributed symmetrically about \(E=-U/2\), for which the mean barrier is \(\phi\). The first-order shift therefore cancels. Integration over energy at 0.1 V and 300 K changes the width by less than 0.1 %.

**Apex shape.** A spherical apex has \(s-d=R-\sqrt{R^2-r^2}\). Setting this equal to \(\delta_0\) gives \(r^2=2R\delta_0-\delta_0^2\), so the width changes by the relative amount \(-\delta_0/4R=-0.9\,\%\). The numerical width is 0.522 nm.

These shifts were found one at a time, each relative to \(w_0\). They should not be added to form a refined prediction, since the effects act together in a real gap.

## 9. Comparison with a real microscope

The example resembles a scanning tunnelling microscope with a sharp metal tip in vacuum. Work functions of common tip and sample metals lie roughly between 4 and 5.7 eV, above the 3.81 eV used here. Because \(w_0\propto\kappa^{-1/2}\propto\phi^{-1/4}\), that range narrows the spot by about 1 to 10 % at fixed \(R\). An apex radius of 1 nm is sharp; a blunter smooth apex of 4 nm would double \(w_0\). Among the effects computed here, sideways spreading and image forces move the number most, each by roughly 10 to 25 %. Real tips can also break the assumption of smoothness: the half-maximum radius of 0.26 nm is comparable with the spacing of atoms in a metal. A single protruding atom can then carry much of the current, and the continuum radius \(R\) ceases to describe the apex. This model cannot size that change, and \(w_0\) should not be read as the limit of resolution of an image. The numerical output lists the main computed widths.

## Computed values

```
Apex radius R: 1 nm
Amplitude decay constant kappa: 10 1/nm
Apex gap d: 0.5 nm
Bias: 0.1 V
Temperature: 300 K
Set current: 1 nA
Band depth: 5 eV
Barrier height from kappa: 3.81 eV
kappa times d: 5 (no unit)
Current factor exp(-2 kappa d): 4.54e-05 (no unit)
Current drop for 0.1 nm more gap: 7.388 times
Half-maximum radius: 0.2633 nm
Full width, formula: 0.5266 nm
Full width, formula: 5.266 angstrom
Full width, matched barrier: 0.5266 nm
Gap increase at half maximum: 0.03466 nm
r = 0.1 nm: gap 0.5050 nm, relative current density 0.9048
r = 0.2 nm: gap 0.5200 nm, relative current density 0.6703
r = 0.3 nm: gap 0.5450 nm, relative current density 0.4066
r = 0.4 nm: gap 0.5800 nm, relative current density 0.2019
r = 0.5 nm: gap 0.6250 nm, relative current density 0.0821
Effective area, formula: 0.3142 nm^2
Effective area, matched barrier: 0.3142 nm^2
Current share inside half-maximum radius: 50 %
Peak current density: 3.18e+05 A/cm^2
Mean field in the apex gap: 2 MV/cm
Width if 10 per nm is the current decay constant: 0.7447 nm
Barrier height in that reading: 0.9525 eV
Widths with one neglected effect included at a time:
Sample spot, formula with R+d: 0.6449 nm (+22.5 % from formula)
Sample spot, shortest paths: 0.6510 nm (+23.6 % from formula)
Sample spot, s-wave: 0.6280 nm (+19.3 % from formula)
Transverse momenta: 0.5016 nm (-4.7 % from formula)
Image forces: 0.5837 nm (+10.9 % from formula)
Naive image estimate from mid-gap barrier: 0.6339 nm (+20.4 % from formula)
Bias and temperature: 0.5267 nm (+0.0 % from formula)
Spherical apex: 0.5220 nm (-0.9 % from formula)
Mid-gap barrier with image forces: 1.814 eV
Mid-gap lowering by image forces: 1.996 eV
```
